# Energy of the Hydride Ion with Chandrasekhar's Three-Parameter Correlated Function: a program that tests the result

```python
"""Energy of the hydride ion H- with a three-parameter correlated function.

Result under test (hartree atomic units, fixed nucleus, no relativity):
  psi = [exp(-a r1 - b r2) + exp(-b r1 - a r2)] (1 + c r12)
with a = 1.075, b = 0.478, c = 0.312 has energy -0.5259 hartree, while the
ground-state energy of the same Hamiltonian is -0.527751 hartree.
r1, r2: electron-nucleus distances; r12: electron-electron distance.
Basic integrals are divided by 16 pi^2:
  A[k], B[k], C[k] = integrals of r12^k, r12^k/r1, r12^k/r2 times
  exp(-alpha r1 - beta r2) over both electron positions.
"""
import numpy as np
from math import gamma
from numpy.polynomial.laguerre import laggauss, lagvander
from numpy.polynomial.legendre import leggauss
from scipy.constants import physical_constants
from scipy.linalg import qr, solve_triangular, eigh
from scipy.optimize import minimize, minimize_scalar

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def closed_integrals(al, be):
    s, p = al + be, al * be
    A = {-1: 2 * (s**2 + p) / (p**2 * s**3),
         0: 4 / p**3,
         1: 12 * s / p**4 - 12 / (p**3 * s) - 4 / (p**2 * s**3),
         2: 48 * (al**-3 * be**-5 + al**-5 * be**-3)}

    def inverse_radius(x, y):
        return {0: 2 / (x**2 * y**3),
                1: 2 * (3 * x**-2 * y**-4 + 2 / p**3
                        - (2 / y + 1 / s) / (p**2 * s)),
                2: 24 * x**-2 * y**-5 + 12 * x**-4 * y**-3}
    return A, inverse_radius(al, be), inverse_radius(be, al)


def weighted_sums(a, b, c):
    S = N = Q1 = Q2 = R = 0.0
    for al, be in ((2 * a, 2 * b), (a + b, a + b)):
        A, B, C = closed_integrals(al, be)
        S += A[0]
        N += A[0] + 2 * c * A[1] + c**2 * A[2]
        Q1 += B[0] + 2 * c * B[1] + c**2 * B[2]
        Q2 += C[0] + 2 * c * C[1] + c**2 * C[2]
        R += A[-1] + 2 * c * A[0] + c**2 * A[1]
    return S, N, Q1, Q2, R


def energy_parts(a, b, c):
    S, N, Q1, Q2, R = weighted_sums(a, b, c)
    kinetic = (c**2 * S - (a**2 + b**2) * N / 2 + a * Q1 + b * Q2) / N
    return kinetic, -(Q1 + Q2) / N, R / N


def total_energy(a, b, c):
    return sum(energy_parts(a, b, c))


def angular_quadrature(i, j, k, al, be, n=120):
    """Integral of r1^i r2^j r12^k exp(-al r1 - be r2), over 16 pi^2,
    from two radii and the angle between them."""
    x, w = leggauss(n)
    t, wt = (x + 1) / 2, w / 2
    y, wy = (x + 1) / np.sqrt(2), w / np.sqrt(2)   # cos(angle) = 1 - y^2
    T, Y = np.meshgrid(t, y, indexing="ij")
    chord = np.sqrt((1 - T)**2 + 2 * T * Y**2)
    power = 6 + i + j + k
    value = 0.0
    for q, rate in ((j, al + be * T), (i, be + al * T)):
        f = T**(2 + q) * chord**k * 2 * Y * gamma(power) / rate**power
        value += 0.5 * wt @ f @ wy
    return value


def perimetric_grid(n, rate_uv, rate_w):
    """Half grid (u >= v) for integrands symmetric in the two electrons.
    u = r2+r12-r1, v = r1+r12-r2, w = r1+r2-r12."""
    x, wx = laggauss(n)
    step = wx * np.exp(x)
    i, j, k = np.indices((n, n, n)).reshape(3, -1)
    keep = i >= j
    i, j, k = i[keep], j[keep], k[keep]
    u, v, w = x[i] / rate_uv, x[j] / rate_uv, x[k] / rate_w
    r1, r2, r12 = (v + w) / 2, (u + w) / 2, (u + v) / 2
    weight = step[i] * step[j] * step[k] / (rate_uv**2 * rate_w)
    weight = weight * np.where(i == j, 1, 2) * r1 * r2 * r12 / 8
    return x, (i, j, k), (u, v, w), (r1, r2, r12), weight


def direct_expectations(a, b, c):
    """Norm, kinetic and potential energy from psi itself; the gradient is
    taken by central differences in the six Cartesian coordinates."""
    _, _, (u, v, w), (r1, r2, r12), weight = perimetric_grid(
        40, (a + b) / 2, a + b)
    x2 = np.sqrt((r1 + r2 + r12) * u * v * w) / (2 * r1)
    z2 = (r1**2 + r2**2 - r12**2) / (2 * r1)
    zero = np.zeros_like(r1)
    position = np.array([zero, zero, r1, x2, zero, z2])

    def psi(q):
        d1 = np.sqrt((q[:3]**2).sum(axis=0))
        d2 = np.sqrt((q[3:]**2).sum(axis=0))
        d12 = np.sqrt(((q[:3] - q[3:])**2).sum(axis=0))
        return (np.exp(-a * d1 - b * d2)
                + np.exp(-b * d1 - a * d2)) * (1 + c * d12)
    h = 1e-4
    gradient_squared = zero.copy()
    for axis in range(6):
        forward, backward = position.copy(), position.copy()
        forward[axis] += h
        backward[axis] -= h
        gradient_squared += ((psi(forward) - psi(backward)) / (2 * h))**2
    density = psi(position)**2
    norm = weight @ density
    kinetic = 0.5 * (weight @ gradient_squared) / norm
    potential = weight @ (density * (1 / r12 - 1 / r1 - 1 / r2)) / norm
    return norm, kinetic, potential


def reference_matrices(top):
    """Kinetic and potential matrices at unit scale for exp(-(r1+r2)) times
    all symmetric polynomials in u, v, w up to total degree top. The basis
    is orthonormalized in order of degree, so leading blocks are nested.
    The Gauss rule is exact for every integrand here, up to rounding."""
    x, (i, j, k), _, (r1, r2, r12), weight = perimetric_grid(
        top + 4, 1.0, 2.0)
    L = lagvander(x, top)
    dL = L - np.cumsum(L, axis=1)
    damp = np.exp(-x / 2)[:, None]
    value, slope = L * damp, (dL - L / 2) * damp
    labels = sorted(((l, m, n) for l in range(top + 1)
                     for m in range(l, top + 1 - l)
                     for n in range(top + 1 - l - m)), key=sum)
    shape = (len(r1), len(labels))
    phi, G1, G2, D = (np.empty(shape, order="F") for _ in range(4))
    cos1 = (r1**2 + r12**2 - r2**2) / (2 * r1 * r12)
    cos2 = (r2**2 + r12**2 - r1**2) / (2 * r2 * r12)
    transverse = np.sqrt(np.maximum(2 - cos1**2 - cos2**2, 0))
    root = np.sqrt(weight)
    for col, (l, m, n) in enumerate(labels):
        lu, lv, mu, mv = value[i, l], value[j, l], value[i, m], value[j, m]
        middle = value[k, n] * root
        pair = lu * mv + mu * lv
        du = (slope[i, l] * mv + slope[i, m] * lv) * middle
        dv = (lu * slope[j, m] + mu * slope[j, l]) * middle
        dw = pair * 2 * slope[k, n] * root
        d12 = du + dv - dw
        phi[:, col] = pair * middle
        G1[:, col] = -du + dv + dw + cos1 * d12
        G2[:, col] = du - dv + dw + cos2 * d12
        D[:, col] = transverse * d12
    Q, Rm = qr(phi, mode="economic")
    kinetic = np.zeros((len(labels), len(labels)))
    for G in (G1, G2, D):
        X = solve_triangular(Rm, G.T, trans="T")
        kinetic += 0.5 * X @ X.T
    potential = Q.T @ ((1 / r12 - 1 / r1 - 1 / r2)[:, None] * Q)
    totals = np.array([sum(label) for label in labels])
    return kinetic, potential, totals, np.linalg.cond(Rm)


a, b, c = 1.075, 0.478, 0.312
pairs = {"direct": (2 * a, 2 * b), "exchange": (a + b, a + b)}

# Closed integrals against quadrature over radii and angle.
worst_integral = 0.0
for al, be in pairs.values():
    A, B, C = closed_integrals(al, be)
    for family, i, j in ((A, 0, 0), (B, -1, 0), (C, 0, -1)):
        for k, value in family.items():
            numeric = angular_quadrature(i, j, k, al, be)
            worst_integral = max(worst_integral, abs(numeric / value - 1))
assert worst_integral < 1e-5

# Assembled energy against the original function, in two cases.
for trial in ((a, b, c), (0.9, 0.6, 0.2)):
    norm, kin, pot = direct_expectations(*trial)
    T, Vne, Vee = energy_parts(*trial)
    assert abs(norm / (2 * weighted_sums(*trial)[1]) - 1) < 1e-7
    assert abs(kin - T) < 1e-6 and abs(pot - Vne - Vee) < 1e-6
    if trial == (a, b, c):
        direct_energy = kin + pot

S, N, Q1, Q2, R = weighted_sums(a, b, c)
T, Vne, Vee = energy_parts(a, b, c)
V = Vne + Vee
E = T + V
assert abs(E + 0.5259) < 5e-5

# Best common scale, checked by recomputing with scaled parameters.
eta = -V / (2 * T)
E_scaled = -V**2 / (4 * T)
assert abs(total_energy(eta * a, eta * b, eta * c) - E_scaled) < 1e-10
assert E_scaled <= E + 1e-13


def optimum(function, start):
    return minimize(function, start, method="Nelder-Mead",
                    options={"xatol": 1e-8, "fatol": 1e-13,
                             "maxiter": 4000, "maxfev": 4000})


one = optimum(lambda q: total_energy(q[0], q[0], 0.0), [0.8])
one_r12 = optimum(lambda q: total_energy(q[0], q[0], q[1]), [0.8, 0.3])
two = optimum(lambda q: total_energy(q[0], q[1], 0.0), [1.0, 0.3])
full = optimum(lambda q: total_energy(*q), [a, b, c])
assert one.fun > -0.5 > two.fun > full.fun
assert one.fun > one_r12.fun > full.fun
assert 0 <= E - full.fun < 1e-5

# Converged energy of the same Hamiltonian.
degrees = (8, 12, 16)
kin_ref, pot_ref, totals, condition = reference_matrices(degrees[-1])
assert condition < 1e8


def ground_state(degree, scale):
    size = int((totals <= degree).sum())
    H = (scale**2 * kin_ref + scale * pot_ref)[:size, :size]
    energy, vector = eigh(H, subset_by_index=[0, 0])
    return energy[0], vector[:, 0], size


def best_scale(degree):
    return minimize_scalar(lambda q: ground_state(degree, q)[0],
                           bounds=(0.3, 1.5), method="bounded",
                           options={"xatol": 1e-6})


# The lowest spaces must agree with the restricted trial functions.
assert abs(best_scale(0).fun - one.fun) < 1e-9
assert best_scale(1).fun < one_r12.fun + 1e-10

# The scale is fixed at the middle degree, so the virial ratio at the
# highest degree is a genuine test of completeness.
scale = best_scale(degrees[1]).x
results = [ground_state(degree, scale) for degree in degrees]
reference = [item[0] for item in results]
sizes = [item[2] for item in results]
E_ref, vec = results[-1][:2]
reference_virial = -(vec @ pot_ref @ vec) / (2 * scale * (vec @ kin_ref @ vec))
assert reference[0] > reference[1] > reference[2]
assert reference[1] - reference[2] < 2e-6
assert abs(reference_virial - 1) < 1e-4
assert abs(E_ref + 0.527751) < 5e-7, f"reference energies {reference}"
assert E_ref < full.fun

print(f"a, b, c = {a}, {b}, {c} bohr^-1")
for name, (al, be) in pairs.items():
    A, B, C = closed_integrals(al, be)
    print(f"{name}: alpha, beta = {al:.3f}, {be:.3f} bohr^-1")
    for letter, family in (("A", A), ("B", B), ("C", C)):
        for k, value in family.items():
            print(f"  {letter}[{k}] = {value:.7f} a.u.")
print(f"S = {S:.7f} a.u.")
print(f"N = {N:.7f} a.u.")
print(f"Q1 = {Q1:.7f} a.u.")
print(f"Q2 = {Q2:.7f} a.u.")
print(f"R = {R:.7f} a.u.")
print(f"kinetic energy T = {T:.6f} hartree")
print(f"nuclear attraction = {Vne:.6f} hartree")
print(f"electron repulsion = {Vee:.6f} hartree")
print(f"total potential V = {V:.6f} hartree")
print(f"trial energy E = {E:.6f} hartree = {E*HARTREE_EV:.4f} eV")
print(f"E by direct quadrature = {direct_energy:.6f} hartree")
print(f"largest relative integral mismatch = {worst_integral:.1e}")
print(f"best scale eta = {eta:.6f}; energy there = {E_scaled:.7f} hartree")
print(f"one exponent, no r12: a = {one.x[0]:.4f} bohr^-1, "
      f"E = {one.fun:.6f} hartree")
print(f"one exponent, r12: a, c = {one_r12.x[0]:.4f}, "
      f"{one_r12.x[1]:.4f} bohr^-1, E = {one_r12.fun:.6f} hartree")
print(f"two exponents, no r12: a, b = {two.x[0]:.4f}, "
      f"{two.x[1]:.4f} bohr^-1, E = {two.fun:.6f} hartree")
print("free optimum: a, b, c = " + ", ".join(f"{q:.5f}" for q in full.x)
      + f" bohr^-1, E = {full.fun:.7f} hartree")
print(f"given exponents, c = 0: E = {total_energy(a, b, 0):.6f} hartree")
print(f"reference exponent k = {scale:.4f} bohr^-1")
print(f"reference basis condition number = {condition:.1e}")
for degree, size, value in zip(degrees, sizes, reference):
    print(f"reference degree {degree}, {size} functions: "
          f"{value:.8f} hartree")
print(f"reference virial ratio -V/(2T) = {reference_virial:.7f}")
print(f"reference energy = {E_ref:.6f} hartree = {E_ref*HARTREE_EV:.4f} eV")
print(f"trial error E - E_ref = {E-E_ref:.6f} hartree "
      f"= {(E-E_ref)*HARTREE_EV:.4f} eV")
print(f"trial binding = {-0.5-E:.6f} hartree = {(-0.5-E)*HARTREE_EV:.4f} eV")
print(f"reference binding = {-0.5-E_ref:.6f} hartree "
      f"= {(-0.5-E_ref)*HARTREE_EV:.4f} eV")
print(f"share of binding recovered = {100*(-0.5-E)/(-0.5-E_ref):.1f} percent")
print("finished without a failed check")
```

It prints:

```
a, b, c = 1.075, 0.478, 0.312 bohr^-1
direct: alpha, beta = 2.150, 0.956 bohr^-1
  A[-1] = 0.1848914 a.u.
  A[0] = 0.4606499 a.u.
  A[1] = 1.6117939 a.u.
  A[2] = 7.2441888 a.u.
  B[0] = 0.4951986 a.u.
  B[1] = 1.6466824 a.u.
  B[2] = 7.1447357 a.u.
  C[0] = 0.2201906 a.u.
  C[1] = 0.5770365 a.u.
  C[2] = 2.0171683 a.u.
exchange: alpha, beta = 1.553, 1.553 bohr^-1
  A[-1] = 0.1383734 a.u.
  A[0] = 0.2851223 a.u.
  A[1] = 0.8032262 a.u.
  A[2] = 2.8372630 a.u.
  B[0] = 0.2213975 a.u.
  B[1] = 0.5346044 a.u.
  B[2] = 1.6523510 a.u.
  C[0] = 0.2213975 a.u.
  C[1] = 0.5346044 a.u.
  C[2] = 1.6523510 a.u.
S = 0.7457722 a.u.
N = 3.2341136 a.u.
Q1 = 2.9340627 a.u.
Q2 = 1.4924577 a.u.
R = 1.0237144 a.u.
kinetic energy T = 0.526242 hartree
nuclear attraction = -1.368697 hartree
electron repulsion = 0.316536 hartree
total potential V = -1.052160 hartree
trial energy E = -0.525919 hartree = -14.3110 eV
E by direct quadrature = -0.525919 hartree
largest relative integral mismatch = 4.1e-09
best scale eta = 0.999693; energy there = -0.5259186 hartree
one exponent, no r12: a = 0.6875 bohr^-1, E = -0.472656 hartree
one exponent, r12: a, c = 0.8257, 0.4934 bohr^-1, E = -0.508780 hartree
two exponents, no r12: a, b = 1.0392, 0.2832 bohr^-1, E = -0.513303 hartree
free optimum: a, b, c = 1.07487, 0.47745, 0.31255 bohr^-1, E = -0.5259187 hartree
given exponents, c = 0: E = -0.495613 hartree
reference exponent k = 0.7915 bohr^-1
reference basis condition number = 1.4e+03
reference degree 8, 95 functions: -0.52774935 hartree
reference degree 12, 252 functions: -0.52775099 hartree
reference degree 16, 525 functions: -0.52775101 hartree
reference virial ratio -V/(2T) = 1.0000000
reference energy = -0.527751 hartree = -14.3608 eV
trial error E - E_ref = 0.001832 hartree = 0.0499 eV
trial binding = 0.025919 hartree = 0.7053 eV
reference binding = 0.027751 hartree = 0.7551 eV
share of binding recovered = 93.4 percent
finished without a failed check
```
